**Hyperfine anomaly from a double ratio of A constants**

The program examines D = (A_s^a/A_s^b)/(A_p^a/A_p^b), in which the nuclear g-factors of isotopes a and b cancel. The differential anomaly is D − 1, and the full s-state anomaly is Δ_s = (D − 1)/(1 − ηD), where η = Δ_p/Δ_s comes from electronic theory. A Dirac solver with a finite nucleus generates the constants for a model ion with Z = 80. Assertions compare the solver with point-nucleus and Fermi-contact formulas and with the change of energy with nuclear radius. Others compare the moment expansion with direct quadrature, two magnetization profiles with the predicted η, and error propagation with random sampling. The output gives D − 1 = −0.471% and an extracted Δ_s of −0.627%, against −0.624% in the model. The recovered g-factor ratio is 2.5001, against the input value 2.5.

## Check in Python

```python
"""
Result under test: for isotopes a,b the double ratio of hyperfine constants
    D = (A_s^a/A_s^b)/(A_p^a/A_p^b) = (1+Delta_s)/(1+Delta_p)
is free of nuclear moments. D-1 is the differential hyperfine anomaly.
With eta = Delta_p/Delta_s from electronic theory,
    Delta_s = (D-1)/(1-eta*D).
Delta_k: anomaly in state k, A_k^a/A_k^b = (g_a/g_b)(1+Delta_k).
P,Q: large and small radial Dirac functions, normalized by int(P^2+Q^2)dr=1.
kappa=-1 is s1/2, kappa=+1 is p1/2. Atomic units are used internally.
The nuclear charge is a uniform sphere; the magnetization is a ball or shell.
"""
import numpy as np
from numpy.polynomial.polynomial import polyval
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

alpha = const.fine_structure
c = 1.0 / alpha
fm = 1e-15 / const.physical_constants["Bohr radius"][0]
hartree_hz = const.physical_constants["hartree-hertz relationship"][0]
mass_ratio = const.m_e / const.m_p
nodes, weights = np.polynomial.legendre.leggauss(48)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights


def point_energy(n, Z):
    gamma = np.sqrt(1 - (Z * alpha)**2)
    return c**2 * (1 / np.sqrt(1 + (Z * alpha / (n - 1 + gamma))**2) - 1)


def interior_series(kappa, E, R, Z):
    """Power series of P and Q in x=r/R inside the charged sphere."""
    p, q = np.zeros(42), np.zeros(42)
    if kappa == -1:
        p[1] = 1.0
    else:
        q[1] = 1.0
    a0 = R * E / c + 1.5 * Z * alpha
    b0, a2 = a0 + 2 * R * c, 0.5 * Z * alpha
    for k in range(2, 42):
        q3 = q[k - 3] if k >= 3 else 0.0
        p3 = p[k - 3] if k >= 3 else 0.0
        p[k] = (b0 * q[k - 1] - a2 * q3) / (k + kappa)
        q[k] = -(a0 * p[k - 1] - a2 * p3) / (k - kappa)
    return p, q


def solve_state(n, kappa, R, Z):
    """Bound state by matching outward and inward integrations in log(r)."""
    E0 = point_energy(n, Z)
    decay0 = np.sqrt(-E0 * (E0 + 2 * c**2)) / c
    r_far, r_match = 45 / decay0, 0.3 * n**2 / Z

    def integrate(E):
        def rhs(t, y):
            r = np.exp(t)
            P, Q = y[0], y[1]
            return [-kappa * P + (r * (E + 2 * c**2) + Z) / c * Q,
                    kappa * Q - (r * E + Z) / c * P,
                    r * (P * P + Q * Q), P * Q / r]
        p, q = interior_series(kappa, E, R, Z)
        decay = np.sqrt(-E * (E + 2 * c**2)) / c
        starts = ((R, [p.sum(), q.sum(), 0.0, 0.0]),
                  (r_far, [1.0, -decay * c / (E + 2 * c**2), 0.0, 0.0]))
        ends = []
        for r_start, y_start in starts:
            sol = solve_ivp(rhs, (np.log(r_start), np.log(r_match)), y_start,
                            method="DOP853", rtol=1e-12, atol=1e-22)
            assert sol.success
            ends.append(sol.y[:, -1])
        return p, q, ends[0], ends[1]

    def mismatch(E):
        _, _, o, i = integrate(E)
        return o[0] * i[1] - o[1] * i[0]

    E = brentq(mismatch, 1.01 * E0, 0.99 * E0,
               xtol=1e-13 * abs(E0), rtol=1e-14)
    p, q, o, i = integrate(E)
    scale = (o[0] * i[0] + o[1] * i[1]) / (i[0]**2 + i[1]**2)
    P, Q = polyval(nodes, p), polyval(nodes, q)
    norm = R * np.sum(weights * (P**2 + Q**2)) + o[2] - scale**2 * i[2]
    hfs = np.sum(weights * P * Q / nodes**2) / R + o[3] - scale**2 * i[3]
    return dict(E=E, R=R, Z=Z, kappa=kappa, I=hfs / norm,
                p=p / np.sqrt(norm), q=q / np.sqrt(norm))


def magnetization_shift(s, rms, shape="ball"):
    """Relative change of A due to the extended magnetization."""
    Rm = rms * np.sqrt(5 / 3) if shape == "ball" else rms
    assert Rm <= s["R"]
    r = Rm * nodes
    enclosed = nodes**3 if shape == "ball" else np.zeros_like(nodes)
    P, Q = polyval(r / s["R"], s["p"]), polyval(r / s["R"], s["q"])
    return -Rm * np.sum(weights * P * Q / r**2 * (1 - enclosed)) / s["I"]


def A_hz(s, g, shift=0.0):
    factor = alpha * g * mass_ratio * s["kappa"] / 0.75
    return factor * s["I"] * (1 + shift) * hartree_hz


def origin_coefficient(s):
    """Coefficient C in PQ/r^2=C*r near the origin."""
    V0 = -1.5 * s["Z"] / s["R"]
    if s["kappa"] == -1:
        return -(s["p"][1] / s["R"])**2 * (s["E"] - V0) / (3 * c)
    return (s["q"][1] / s["R"])**2 * (s["E"] - V0 + 2 * c**2) / (3 * c)


def electronic_eta(s, p):
    return (origin_coefficient(p) / p["I"]) / (origin_coefficient(s) / s["I"])


def extract(D, eta):
    return (D - 1) / (1 - eta * D)


# Solver against closed point-nucleus results.
Z = 80
gamma = np.sqrt(1 - (Z * alpha)**2)
N = np.sqrt(2 + 2 * gamma)
point_errors = []
for kappa in (-1, 1):
    exact = Z**3 / c * (2 * kappa * (gamma + 1) - N)
    exact /= N**4 * gamma * (4 * gamma**2 - 1)
    numerical = solve_state(2, kappa, 1e-12, Z)["I"]
    point_errors.append(abs(numerical / exact - 1))
assert max(point_errors) < 2e-5

hydrogen = solve_state(2, -1, 1e-9, 1)
muB = const.physical_constants["Bohr magneton"][0]
muN = const.physical_constants["nuclear magneton"][0]
a_bohr = const.physical_constants["Bohr radius"][0]
fermi = 2 / 3 * const.mu_0 * 2 * muB * muN / (8 * np.pi * a_bohr**3) / const.h
# The allowed difference covers the relativistic correction of order alpha^2.
assert abs(A_hz(hydrogen, 1.0) / fermi - 1) < 2e-4

# Two model isotopes.
charge_rms = {"a": 5.45, "b": 5.40}
magnetic_rms = {"a": 5.0, "b": 4.0}
g = {"a": 1.0, "b": 0.4}
states, shifts, A = {}, {}, {}
for iso in "ab":
    for name, kappa in (("s", -1), ("p", 1)):
        key = name + iso
        R = charge_rms[iso] * fm * np.sqrt(5 / 3)
        states[key] = solve_state(2, kappa, R, Z)
        shifts[key] = magnetization_shift(states[key], magnetic_rms[iso] * fm)
        A[key] = A_hz(states[key], g[iso], shifts[key])

# Energy change with nuclear radius tests the normalized interior density.
for name in "sp":
    slopes = []
    for iso in "ab":
        s = states[name + iso]
        density = polyval(nodes, s["p"])**2 + polyval(nodes, s["q"])**2
        slopes.append(1.5 * Z / s["R"] *
                      np.sum(weights * density * (1 - nodes**2)))
    sa, sb = states[name + "a"], states[name + "b"]
    finite_slope = (sa["E"] - sb["E"]) / (sa["R"] - sb["R"])
    assert abs(finite_slope / np.mean(slopes) - 1) < 1e-3

# Moment expansion against direct magnetization quadrature.
d_coefficient, expansion = {}, {}
for name in "sp":
    s = states[name + "a"]
    a0 = s["R"] * s["E"] / c + 1.5 * Z * alpha
    b0, a2 = a0 + 2 * s["R"] * c, 0.5 * Z * alpha
    d = -4 * a0 * b0 / 15 - 0.6 * a2 / (a0 if name == "s" else b0)
    Rm = magnetic_rms["a"] * fm * np.sqrt(5 / 3)
    r2, r4 = 3 * Rm**2 / 5, 3 * Rm**4 / 7
    estimate = -origin_coefficient(s) / s["I"]
    estimate *= r2 / 2 + d * r4 / (4 * s["R"]**2)
    assert abs(estimate / shifts[name + "a"] - 1) < 0.03
    d_coefficient[name], expansion[name] = d, estimate
assert abs(d_coefficient["p"] / d_coefficient["s"] - 1) < 0.05

eta = electronic_eta(states["sa"], states["pa"])
eta_ball = shifts["pa"] / shifts["sa"]
eta_shell = (magnetization_shift(states["pa"], 4 * fm, "shell") /
             magnetization_shift(states["sa"], 4 * fm, "shell"))
assert abs(eta_ball / eta - 1) < 0.02
assert abs(eta_shell / eta - 1) < 0.02

# Extraction uses A constants and eta only.
ratio_s, ratio_p = A["sa"] / A["sb"], A["pa"] / A["pb"]
D = ratio_s / ratio_p
delta_extracted = extract(D, eta)
g_ratio_extracted = ratio_s / (1 + delta_extracted)

# Hidden answer from the model, used for comparison only.
true = {}
charge_part = {}
for name in "sp":
    charge_part[name] = states[name + "a"]["I"] / states[name + "b"]["I"] - 1
    true[name] = ((1 + charge_part[name]) * (1 + shifts[name + "a"]) /
                  (1 + shifts[name + "b"]) - 1)
eta_pair = true["p"] / true["s"]
eta_charge = charge_part["p"] / charge_part["s"]
assert abs((D - 1) - (true["s"] - true["p"]) / (1 + true["p"])) < 1e-12
assert abs(delta_extracted / true["s"] - 1) < 0.03
assert abs(g_ratio_extracted / (g["a"] / g["b"]) - 1) < 1e-3
assert abs(eta_charge / eta - 1) < 0.30

# The electronic ratio is specific to the chosen states.
R_a = states["sa"]["R"]
eta_n3 = electronic_eta(solve_state(3, -1, R_a, Z), solve_state(3, 1, R_a, Z))
assert 1.05 < eta_n3 / eta < 1.35

# Error propagation against random sampling.
sigma = 1e-5
error_delta = 2 * sigma * D * (1 - eta) / (1 - eta * D)**2
rng = np.random.default_rng(42)
noise = 1 + sigma * rng.standard_normal((4, 200000))
D_samples = D * noise[0] * noise[3] / (noise[1] * noise[2])
sample_error = np.std(extract(D_samples, eta))
assert abs(sample_error / error_delta - 1) < 0.02
eta_slope = D * (D - 1) / (1 - eta * D)**2
step = 1e-5
numeric_slope = (extract(D, eta + step) - extract(D, eta - step)) / (2 * step)
assert abs(numeric_slope / eta_slope - 1) < 1e-6
eta_error_effect = abs(eta_slope) * 0.05 * eta

print(f"Nuclear charge Z: {Z}")
for iso in "ab":
    print(f"Isotope {iso}: charge rms radius = {charge_rms[iso]:.2f} fm")
    print(f"Isotope {iso}: magnetization rms = {magnetic_rms[iso]:.2f} fm")
    print(f"Isotope {iso}: hidden g-factor = {g[iso]:.2f} (dimensionless)")
for iso in "ab":
    for name, label in (("s", "2s"), ("p", "2p1/2")):
        key = name + iso
        print(f"A({label}, {iso}) = {A[key]/1e9:.4f} GHz")
        print(f"Magnetization shift ({label}, {iso}) = "
              f"{100*shifts[key]:.5f} percent")
print(f"A ratio a/b in 2s = {ratio_s:.8f}")
print(f"A ratio a/b in 2p1/2 = {ratio_p:.8f}")
print(f"Double ratio D = {D:.8f}")
print(f"Differential anomaly D-1 = {100*(D-1):.5f} percent")
print(f"Electronic eta from origin coefficients = {eta:.6f}")
print(f"eta from ball magnetization = {eta_ball:.6f}")
print(f"eta from shell magnetization = {eta_shell:.6f}")
print(f"Actual eta of the isotope pair = {eta_pair:.6f}")
print(f"eta of charge-radius part alone = {eta_charge:.6f}")
print(f"Electronic eta for n=3 = {eta_n3:.6f}")
print(f"Next-order coefficient d, s state = {d_coefficient['s']:.5f}")
print(f"Next-order coefficient d, p state = {d_coefficient['p']:.5f}")
print(f"Moment-expansion shift, 2s, a = {100*expansion['s']:.5f} percent")
print(f"Moment-expansion shift, 2p1/2, a = {100*expansion['p']:.5f} percent")
print(f"Charge-radius anomaly, 2s = {100*charge_part['s']:.5f} percent")
print(f"Charge-radius anomaly, 2p1/2 = {100*charge_part['p']:.5f} percent")
print(f"Extracted Delta_s = {100*delta_extracted:.5f} percent")
print(f"Extracted Delta_p = {100*eta*delta_extracted:.5f} percent")
print(f"Hidden Delta_s = {100*true['s']:.5f} percent")
print(f"Hidden Delta_p = {100*true['p']:.5f} percent")
print(f"Relative extraction error = "
      f"{100*(delta_extracted/true['s']-1):.3f} percent")
print(f"Extracted g-factor ratio a/b = {g_ratio_extracted:.7f}")
print(f"Hidden g-factor ratio a/b = {g['a']/g['b']:.7f}")
print(f"Assumed relative error of each A = {sigma:.1e}")
print(f"Propagated error of Delta_s = {100*error_delta:.5f} percentage points")
print(f"Sampled error of Delta_s = {100*sample_error:.5f} percentage points")
print(f"Effect of 5 percent eta error = "
      f"{100*eta_error_effect:.5f} percentage points")
print(f"Largest point-nucleus test error = {max(point_errors):.2e}")
print("finished without a failed check")
```

Running it gives:

```
Nuclear charge Z: 80
Isotope a: charge rms radius = 5.45 fm
Isotope a: magnetization rms = 5.00 fm
Isotope a: hidden g-factor = 1.00 (dimensionless)
Isotope b: charge rms radius = 5.40 fm
Isotope b: magnetization rms = 4.00 fm
Isotope b: hidden g-factor = 0.40 (dimensionless)
A(2s, a) = 36498.7838 GHz
Magnetization shift (2s, a) = -1.69925 percent
A(2p1/2, a) = 12461.7272 GHz
Magnetization shift (2p1/2, a) = -0.42561 percent
A(2s, b) = 14691.2577 GHz
Magnetization shift (2s, b) = -1.14542 percent
A(2p1/2, b) = 4992.4032 GHz
Magnetization shift (2p1/2, b) = -0.28661 percent
A ratio a/b in 2s = 2.48438796
A ratio a/b in 2p1/2 = 2.49613797
Double ratio D = 0.99529272
Differential anomaly D-1 = -0.47073 percent
Electronic eta from origin coefficients = 0.249835
eta from ball magnetization = 0.250469
eta from shell magnetization = 0.250168
Actual eta of the isotope pair = 0.247375
eta of charge-radius part alone = 0.233836
Electronic eta for n=3 = 0.283181
Next-order coefficient d, s state = -0.41278
Next-order coefficient d, p state = -0.40477
Moment-expansion shift, 2s, a = -1.67414 percent
Moment-expansion shift, 2p1/2, a = -0.41941 percent
Charge-radius anomaly, 2s = -0.06459 percent
Charge-radius anomaly, 2p1/2 = -0.01510 percent
Extracted Delta_s = -0.62652 percent
Extracted Delta_p = -0.15653 percent
Hidden Delta_s = -0.62448 percent
Hidden Delta_p = -0.15448 percent
Relative extraction error = 0.326 percent
Extracted g-factor ratio a/b = 2.5000512
Hidden g-factor ratio a/b = 2.5000000
Assumed relative error of each A = 1.0e-05
Propagated error of Delta_s = 0.00265 percentage points
Sampled error of Delta_s = 0.00264 percentage points
Effect of 5 percent eta error = 0.01037 percentage points
Largest point-nucleus test error = 8.42e-07
finished without a failed check
```
